**Diffusion-limited growth of preexisting spherical precipitates: test of the 3/2 law**

The program tests the early law $X=(t/\tau)^{3/2}$ for the transformed fraction $X$ of excess oxygen, valid for $t_0\ll t\ll\tau$ and $s\ll1$. Here $s=(c_0-c_e)/(c_p-c_e)$, $t_0=R_0^2/(2Ds)$ and $\tau=R_f^2/(2Ds)$, with $D$ the diffusivity, $R_0$ the starting radius, $R_f=s^{1/3}L$ and $L$ the cell radius; $c_0$, $c_e$ and $c_p$ are the oxygen concentrations in the initial matrix, at the interface and in the oxide. The reference is a finite-volume solution of the time-dependent diffusion equation with a moving interface. Assertions cover the oxygen balance, the early fraction and its local exponent, the flow in a finite cell, depletion at 64 h and its first series coefficient. Further runs test the prefactor after a change of precipitate density and supersaturation, and the similarity solution at $s=0.05$. For the model parameters used, the local exponent is 1.01 at 10 s, 1.488 at 4 h, 1.484 at 16 h and 1.365 at 64 h. The output thus shows a nearly linear start, a window close to 3/2 and the onset of depletion.

## Numerical check

```python
"""
Result under test: preexisting spherical precipitates growing by diffusion
transform the fraction X = (t/tau)^(3/2) of the excess dissolved oxygen,
provided t0 << t << tau and s << 1.
  D diffusivity, N precipitates per volume, R0 starting radius
  c0, ce, cp: oxygen in initial matrix, at interface, in precipitate
  s = (c0-ce)/(cp-ce), L = cell radius with 4 pi N L^3/3 = 1
  Rf = s^(1/3) L, t0 = R0^2/(2 D s), tau = Rf^2/(2 D s)
The reference is the time-dependent diffusion equation in a spherical cell
with a moving interface, solved by finite volumes on a moving mesh.
Units: cm, s, cm^-3 unless a label says otherwise.
"""
import numpy as np
from scipy.constants import hour
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erfcx

CELLS = 160
XI = np.linspace(0.0, 1.0, CELLS + 1)


def mesh(radius):
    """Faces, centres and volumes/(4 pi); lengths in units of L."""
    faces = radius ** (1.0 - XI)
    volumes = np.diff(faces**3) / 3.0
    # this centre makes the cell mean of 1/r equal to 1/centre
    centres = 2.0 * volumes / np.diff(faces**2)
    return faces, centres, volumes


def diffusion_rhs(time, state, s):
    """u = (c-ce)/(c0-ce) in each cell, then R; time in units of L^2/D."""
    u, radius = state[:-1], state[-1]
    faces, centres, volumes = mesh(radius)
    inverse = 1.0 / centres
    spacing = inverse[:-1] - inverse[1:]
    flow = np.zeros(CELLS + 1)          # r^2 du/dr at faces
    flow[0] = u[0] / (1.0 / radius - inverse[0])
    flow[1:-1] = np.diff(u) / spacing
    radius_rate = s * flow[0] / radius**2
    swept = faces**2 * (1.0 - XI) * faces * radius_rate / radius
    u_face = np.zeros(CELLS + 1)
    weight = (inverse[:-1] - 1.0 / faces[1:-1]) / spacing
    u_face[1:-1] = u[:-1] + weight * np.diff(u)
    gain = np.diff(flow + swept * u_face)
    u_rate = (gain - u * np.diff(swept)) / volumes
    return np.append(u_rate, radius_rate)


def solve_cell(s, start_radius, times):
    """States at the given times, all in units of L and L^2/D."""
    start = np.append(np.ones(CELLS), start_radius)
    tolerance = np.append(np.full(CELLS, 1e-9), 1e-10)
    result = solve_ivp(diffusion_rhs, (0.0, times[-1]), start, method="BDF",
                       t_eval=times, args=(s,), rtol=1e-7, atol=tolerance)
    assert result.success
    return result.y.T


def depletion_model(theta, w_start, cell_term):
    """(R/Rf)^2 at t = theta*tau from the mean-concentration growth law."""
    def rate(_, w):
        left = 1.0 - (w**1.5 - w_start**1.5)
        return left / (1.0 - cell_term * np.sqrt(w))
    result = solve_ivp(rate, (0.0, theta), [w_start], method="DOP853",
                       rtol=1e-12, atol=1e-14)
    assert result.success
    return result.y[0, -1]


# Round model parameters
D, c0, ce, cp, N, R0 = 1e-11, 1e18, 2e17, 5e22, 1e9, 2e-7
s = (c0 - ce) / (cp - ce)
L = (3.0 / (4.0 * np.pi * N)) ** (1.0 / 3.0)
Rf = s ** (1.0 / 3.0) * L
t0 = R0**2 / (2.0 * D * s)
tau = Rf**2 / (2.0 * D * s)
cell_time = L**2 / D
prefactor = 4.0 * np.pi / 3.0 * N * (2.0 * D) ** 1.5 * np.sqrt(s)

times = np.array([10.0, hour, 4 * hour, 16 * hour, 64 * hour])
states = solve_cell(s, R0 / L, times / cell_time)
radii = states[:, -1] * L
X_full = (radii**3 - R0**3) / Rf**3
rates = np.array([diffusion_rhs(0.0, y, s)[-1] for y in states]) * L / cell_time
n_full = times * 3.0 * radii**2 * rates / (radii**3 - R0**3)
u_mean = np.array([3.0 * np.sum(mesh(y[-1])[2] * y[:-1]) for y in states])

# Oxygen lost by the matrix equals oxygen gained by the precipitate
X_matrix = 1.0 - (R0 / L) ** 3 - u_mean
balance_error = np.max(np.abs(X_matrix - X_full))
assert balance_error < 1e-3

# Early law with finite starting radius, and its local exponent
x = times / t0
X_early = (R0 / Rf) ** 3 * ((1.0 + x) ** 1.5 - 1.0)
n_early = 1.5 * x * np.sqrt(1.0 + x) / ((1.0 + x) ** 1.5 - 1.0)
assert abs(X_full[1] / X_early[1] - 1.0) < 0.015
assert np.all(np.abs(n_full[:4] - n_early[:4]) < 0.03)

# Pure 3/2 law inside the window, and its failure at both ends
X_law = prefactor * times**1.5
assert np.all(np.abs(X_full[2:4] / X_law[2:4] - 1.0) < 0.04)
assert np.all(np.abs(n_full[2:4] - 1.5) < 0.03)
assert abs(n_full[0] - 1.0) < 0.05
assert n_full[4] < 1.45

# Flow into the precipitate in a finite cell, at 16 h
flow_full = radii[3] * rates[3] / (D * s * u_mean[3])
flow_cell = 1.0 / (1.0 - 1.8 * radii[3] / L)
assert abs(flow_full / flow_cell - 1.0) < 2e-3

# Depletion at 64 h, without and with the finite-cell term
w_start = (R0 / Rf) ** 2
X_depletion = [depletion_model(times[4] / tau, w_start, a) ** 1.5 - w_start**1.5
               for a in (0.0, 1.8 * Rf / L)]
assert abs(X_depletion[0] / X_full[4] - 1.0) < 0.04
assert abs(X_depletion[1] / X_full[4] - 1.0) < 0.005

# First depletion correction: X = theta^(3/2) (1 - (3/5) theta^(3/2) + ...)
theta = 0.02
X_small = depletion_model(theta, 0.0, 0.0) ** 1.5
coefficient = (1.0 - X_small / theta**1.5) / theta**1.5
assert abs(coefficient - 0.6) < 0.01

# Prefactor: four times N and half the excess concentration, at 4 h
N_b, s_b = 4.0 * N, 0.5 * s
L_b = (3.0 / (4.0 * np.pi * N_b)) ** (1.0 / 3.0)
state_b = solve_cell(s_b, R0 / L_b, np.array([times[2] * D / L_b**2]))[0]
X_b = (state_b[-1] ** 3 - (R0 / L_b) ** 3) / s_b
ratio_full = X_b / X_full[2]
ratio_law = (N_b / N) * np.sqrt(s_b / s)
assert abs(ratio_full / ratio_law - 1.0) < 0.05

# Isolated sphere at large s: similarity solution R = 2 lambda sqrt(D t)
s_large, t_large = 0.05, 0.01
lam = brentq(lambda q: 2 * q**2 * (1 - np.sqrt(np.pi) * q * erfcx(q)) - s_large,
             1e-6, 1.0)
state_c = solve_cell(s_large, 1e-3, np.array([t_large]))[0]
rate_c = diffusion_rhs(0.0, state_c, s_large)[-1]
lam2_full = state_c[-1] * rate_c / 2.0
n_large = 3.0 * t_large * rate_c / state_c[-1]
assert abs(lam2_full / lam**2 - 1.0) < 0.01
assert abs(n_large - 1.5) < 0.015
assert lam2_full / (s_large / 2.0) > 1.2

print(f"D = {D:.1e} cm^2/s")
print(f"c0 = {c0:.1e} cm^-3")
print(f"ce = {ce:.1e} cm^-3")
print(f"cp = {cp:.1e} cm^-3")
print(f"N = {N:.1e} cm^-3")
print(f"R0 = {R0 * 1e7:.1f} nm")
print(f"s = {s:.4e} (no unit)")
print(f"cell radius L = {L * 1e4:.3f} um")
print(f"Rf = {Rf * 1e7:.1f} nm")
print(f"t0 = {t0:.1f} s")
print(f"L^2/D = {cell_time / hour:.2f} h")
print(f"tau = {tau:.4e} s = {tau / hour:.1f} h")
print(f"tau D/L^2 = {tau / cell_time:.2f} (no unit)")
print(f"law prefactor X/t^(3/2) = {prefactor:.4e} s^(-3/2)")
print("full diffusion solution against formulas (X, n: no unit)")
for i, t in enumerate(times):
    print(f"t = {t:.0f} s = {t / hour:.4g} h: R = {radii[i] * 1e7:.2f} nm")
    print(f"  X full {X_full[i]:.4e}, early {X_early[i]:.4e}")
    print(f"  X 3/2 law {X_law[i]:.4e}")
    print(f"  n full {n_full[i]:.3f}, early {n_early[i]:.3f}")
print(f"oxygen lost at 16 h = {X_full[3] * (c0 - ce):.3e} cm^-3")
print(f"largest oxygen balance error in X = {balance_error:.1e}")
print(f"16 h flow factor: full {flow_full:.4f}, cell {flow_cell:.4f}")
print(f"64 h X, depletion only = {X_depletion[0]:.4f}")
print(f"64 h X, depletion and cell term = {X_depletion[1]:.4f}")
print(f"depletion coefficient at theta = {theta}: {coefficient:.4f}")
print(f"4N, s/2, 4 h: X ratio full {ratio_full:.3f}, law {ratio_law:.3f}")
print(f"large s = {s_large}: lambda = {lam:.4f}")
print(f"  lambda^2: full {lam2_full:.5f}, similarity {lam**2:.5f}")
print(f"  quasi-steady s/2 = {s_large / 2:.5f}; n full = {n_large:.4f}")
print("all assertions hold")
```

It prints:

```
D = 1.0e-11 cm^2/s
c0 = 1.0e+18 cm^-3
ce = 2.0e+17 cm^-3
cp = 5.0e+22 cm^-3
N = 1.0e+09 cm^-3
R0 = 2.0 nm
s = 1.6000e-05 (no unit)
cell radius L = 6.204 um
Rf = 156.3 nm
t0 = 125.0 s
L^2/D = 10.69 h
tau = 7.6361e+05 s = 212.1 h
tau D/L^2 = 19.84 (no unit)
law prefactor X/t^(3/2) = 1.4986e-09 s^(-3/2)
full diffusion solution against formulas (X, n: no unit)
t = 10 s = 0.002778 h: R = 2.08 nm
  X full 2.6234e-07, early 2.5629e-07
  X 3/2 law 4.7391e-08
  n full 1.009, early 1.019
t = 3600 s = 1 h: R = 10.95 nm
  X full 3.4118e-04, early 3.3861e-04
  X 3/2 law 3.2370e-04
  n full 1.459, early 1.459
t = 14400 s = 4 h: R = 21.61 nm
  X full 2.6408e-03, early 2.6213e-03
  X 3/2 law 2.5896e-03
  n full 1.488, early 1.488
t = 57600 s = 16 h: R = 43.00 nm
  X full 2.0810e-02, early 2.0782e-02
  X 3/2 law 2.0717e-02
  n full 1.484, early 1.497
t = 230400 s = 64 h: R = 83.81 nm
  X full 1.5410e-01, early 1.6587e-01
  X 3/2 law 1.6574e-01
  n full 1.365, early 1.499
oxygen lost at 16 h = 1.665e+16 cm^-3
largest oxygen balance error in X = 1.9e-07
16 h flow factor: full 1.0131, cell 1.0126
64 h X, depletion only = 0.1506
64 h X, depletion and cell term = 0.1540
depletion coefficient at theta = 0.02: 0.5992
4N, s/2, 4 h: X ratio full 2.851, law 2.828
large s = 0.05: lambda = 0.1850
  lambda^2: full 0.03421, similarity 0.03421
  quasi-steady s/2 = 0.02500; n full = 1.4986
all assertions hold
```
